The oxygen–water redox level and hole doping of graphene

**Question**

I am trying to understand why a graphene transistor can become p-type when a thin film of water forms on it in air. An exercise asks me to take the hydrogen electrode level as 4.44 eV below vacuum and show that the four-electron oxygen–water level, at pH 7 in air and 298 K, lies near 5.25 eV below vacuum.

I added the standard potential of about 1.23 V to 4.44 and got 5.67 eV, which is too deep. The pH must make up the difference, but I cannot settle the factors. Four protons and four electrons take part, so is the pH term multiplied by four, divided by four, or neither? What about the single oxygen molecule? Why may a voltage be added to an energy at all? And once I have the level, how do I get from it to a number of holes in the graphene?

**Answer**

Your 5.67 eV is the level for standard conditions, in which the protons have unit activity (pH 0) and oxygen has a pressure of 1 bar. The correction to pH 7 and air follows from the equilibrium condition of the reaction, which also settles the factors.

**What the level means**

The reaction is

O₂ + 4H⁺ + 4e⁻ → 2H₂O.

Its redox level L is the electrochemical potential μₑ that electrons in an electrode must have for this reaction to be in equilibrium. It is not an orbital energy of oxygen or water. I measure it from the energy of an electron at rest in vacuum just outside the solution, so a bound electron has negative L.

An electrode potential E compares two such electron levels. Raising the potential of an electrode by 1 V lowers the energy of its electrons by 1 eV, because their charge is −e. With potentials counted from the standard hydrogen electrode, whose electrons are at μ_ref = −4.44 eV, the level is therefore

L = −4.44 eV − eE.

A positive potential makes the level deeper, which is why the two numbers add when you speak of depth. Using the same 4.44 eV for a different solution assumes that the electrical dipole at the water surface does not change.

**The equilibrium condition**

At equilibrium the chemical potentials on the two sides of the reaction balance:

μ_O + 4μ_H + 4μₑ = 2μ_w.

Here O stands for the molecule O₂, H for the proton in solution and w for liquid water. Solving for the electrons gives

4μₑ = 2μ_w − μ_O − 4μ_H.

The proton term contains an unknown absolute energy of a proton in water. The hydrogen electrode removes it. That electrode is in equilibrium for 2H⁺ + 2e⁻ → H₂ under standard conditions, marked by °, so

2μ_H° + 2μ_ref = μ_H₂°.

Multiplying by two, to match the four electrons, and rearranging gives

4μ_ref = 2μ_H₂° − 4μ_H°.

Now subtract this from the equation for 4μₑ:

4(μₑ − μ_ref) = 2μ_w − 2μ_H₂° − μ_O − 4(μ_H − μ_H°).

What remains of the proton term is the difference between its actual and its standard chemical potential.

**Where the logarithms come from**

For N independent, identical particles the partition function is Z = zᴺ/N!, where z belongs to one particle. The free energy is

F(N) = −kT ln Z = −kT N ln z + kT ln N!.

Adding the Nth particle changes it by

μ = F(N) − F(N−1) = −kT ln z + kT ln N,

because N!/(N−1)! = N. Compare this with a standard state of N° particles in the same volume and at the same temperature. The one-particle term cancels, and

μ − μ° = kT ln(N/N°).

For an ideal gas N/N° is the pressure ratio p, the oxygen pressure divided by 1 bar. For an ideal dilute solution it is the proton activity a = 10^(−pH). Thus

μ_O = μ_O° + kT ln p,
μ_H = μ_H° + kT ln a.

I take the water activity as 1 for now. Inserting both expressions gives

4(μₑ − μ_ref) = 2μ_w − 2μ_H₂° − μ_O° − kT ln p − 4kT ln a.

The first three terms on the right are twice the free energy of forming one water molecule from H₂ and ½O₂:

g_w = μ_w − μ_H₂° − ½μ_O°.

Dividing by four, the number of electrons, gives

L = −4.44 eV + g_w/2 − (kT/4) ln p − kT ln a.

This answers your question about the factors. Four protons shared among four electrons leave a full kT ln a, while one oxygen molecule shared among four electrons leaves a quarter of kT ln p. Since ln a = −pH ln 10, the proton term can also be written

−kT ln a = +kT ln(10) × pH.

Fewer protons make the reduction of oxygen less favourable, so the level rises towards vacuum. Less oxygen has the same effect, but more weakly.

**The numbers**

The rounded formation free energy of liquid water is −237.1 kJ/mol, or g_w = −2.4574 eV per molecule. Half of this is −1.2287 eV, which corresponds to your standard potential of about 1.23 V. The standard level is

L° = −4.44 − 1.2287 = −5.6687 eV.

At 298 K, kT = 0.02568 eV. Each pH unit raises the level by kT ln 10 = 59.13 meV, so pH 7 contributes

7 × 0.05913 = 0.4139 eV.

Air supplies oxygen at about 0.21 bar, which contributes

−(0.02568/4) ln 0.21 = 0.0100 eV.

The result is

L = −5.6687 + 0.4139 + 0.0100 = −5.2448 eV.

The level therefore lies about 5.25 eV below vacuum, and the potential against the standard hydrogen electrode is 0.805 V. The extra digits help in following the arithmetic; the absolute reference is not known to that precision.

**The same level from hydroxide**

In neutral or alkaline water you may prefer to write the reaction as

O₂ + 2H₂O + 4e⁻ → 4OH⁻.

It must give the same level if the water is in equilibrium with its own ions. The balance is now

4μₑ = 4μ_OH − 2μ_w − μ_O.

The tabulated formation free energy of hydroxide, g_OH, refers to ½H₂ + ½O₂ + e⁻ → OH⁻ with the electron at the hydrogen reference level. Hence

μ_OH° = g_OH + ½μ_H₂° + ½μ_O° + μ_ref.

Four hydroxide ions bring in 2μ_H₂° + 2μ_O°. Two water molecules remove 2μ_H₂° + μ_O°, and the oxygen molecule removes the remaining μ_O°. This leaves

L = −4.44 eV + g_OH − g_w/2 + kT ln a_OH − (kT/4) ln p.

With g_OH = −1.6293 eV (from −157.2 kJ/mol), and a_OH = 10⁻⁷ because the ionic product of water is about 10⁻¹⁴,

L = −4.44 − 1.6293 + 1.2287 − 0.4139 + 0.0100 = −5.2445 eV.

The two routes differ by 0.3 meV, which is within the rounding of the tabulated inputs.

**From the level to holes in graphene**

Take 4.60 eV as a rough work function for neutral graphene. Its Fermi level is then at −4.60 eV, at the Dirac point where the two bands meet. I align the vacuum levels of graphene and film before any charge moves, which neglects a contact dipole. The initial offset is

Δ = −4.60 − (−5.2448) = 0.6448 eV.

Electrons can lower their free energy by leaving the graphene and reducing oxygen. They leave holes behind, and the film gains an equal amount of negative charge. The transfer stops before the Fermi level has moved by the whole of Δ relative to the Dirac point, because the separated charges create a potential difference that opposes further transfer.

In atomic units, let n be the hole density and v the band velocity. Graphene has two spins and two valleys, so the holes fill four circles of radius k in momentum space:

n = 4 × πk²/(2π)² = k²/π.

This gives k = √(πn). The bands are linear near the Dirac point, so the Fermi level moves down by vk = v√(πn).

Treat the ionic charge as a sheet at distance d from the graphene, in a medium of relative permittivity ε. The field between the sheets is 4πn/ε, and the energy drop across the gap is 4πnd/ε. The two shifts together must use up the offset:

Δ = v√(πn) + 4πnd/ε.

Let s = √n, A = 4πd/ε and B = v√π. Then

As² + Bs − Δ = 0,

and since s cannot be negative,

s = [−B + √(B² + 4AΔ)]/(2A), with n = s².

For the example I take rough values: v = 1.0 × 10⁶ m/s, a film 1.0 nm thick, its charge at the mid-plane so that d = 0.5 nm, and ε = 4. I also assume that a buffer holds the proton activity at its pH 7 value while charge is transferred. In practical units ħv = 0.658 eV nm, so B = 0.658 × √π = 1.167 eV nm. The constant 4π in A becomes e²/ε₀ = 18.1 eV nm, so A = 18.1 × 0.5/4 = 2.26 eV nm². Then

s = [−1.167 + √(1.167² + 4 × 2.26 × 0.6448)]/(2 × 2.26) = 0.335 nm⁻¹.

Squaring gives n = 0.112 nm⁻², or 1.12 × 10¹³ cm⁻². The offset divides as

0.6448 eV = 0.3909 eV + 0.2539 eV,

where the first part is the Fermi shift below the Dirac point and the second is the electrostatic drop. The field is 0.2539 V across 0.5 nm, or 5.08 MV/cm. Fields this large are one reason to regard ε as an effective parameter rather than a property of bulk water. The uniform sheet is also a crude picture here: at this density the ions are about 3 nm apart but only 0.5 nm from the graphene. Mobile ions avoid one another, which lowers the electrostatic cost. For point ions above an ideal conductor with the same d and ε, the cost at this density is nearer 0.1 eV than 0.25 eV, and n would rise by roughly half. Each ion is also attracted to its own image charge, by about 0.18 eV in that limit, and the sheet formula omits this. Graphene screens less well than an ideal conductor, so these figures indicate only the size of the effect.

Two limits show what controls the result. If d/ε tends to zero, the electrostatic cost vanishes and n = Δ²/(πv²). At the same Δ and v this is larger than the example by (0.6448/0.3909)² = 2.72, which gives 3.1 × 10¹³ cm⁻². If instead filling the band cost nothing, n would be Δε/(4πd). That is larger than the example by 0.6448/0.2539 = 2.54, or 2.85 × 10¹³ cm⁻². The limits are similar in size, so neither cost may be dropped here.

**Is the film really at pH 7?**

Water open to air is not neutral unless something buffers it, because it dissolves carbon dioxide. Let h be the proton concentration in mol/L. Charge balance between protons, bicarbonate and hydroxide, with carbonate neglected, reads

h = K₁K_H p_CO₂/h + K_w/h.

Multiplying by h gives h² = K₁K_H p_CO₂ + K_w. Rough values are p_CO₂ = 4.2 × 10⁻⁴ bar, solubility K_H = 0.034 mol/(L bar), acid constant K₁ = 4.5 × 10⁻⁷ mol/L and K_w = 10⁻¹⁴ (mol/L)². They give pH 5.60 and a level of −5.33 eV, about 0.08 eV deeper than at pH 7.

That is the pH before doping. The doping reaction itself consumes one proton, or makes one hydroxide ion, per electron. A 1 nm film at pH 7 holds about 6 × 10⁶ free protons per cm², whereas the buffered example needs about 10¹³ per cm². Free protons alone cannot supply the reaction.

Consider the opposite case, a film with no buffer and no uptake of carbon dioxide, but with oxygen still held at 0.21 bar. Each hole then leaves one hydroxide ion in the film. As n grows the pH rises, L moves up, and the offset that drives the transfer shrinks. Solving the charge-sharing equation together with this pH gives

n = 3.61 × 10¹² cm⁻², pH = 12.78, L = −4.90 eV.

The hydroxide concentration is n divided by the film thickness, 3.61 × 10¹⁹ cm⁻³ or 0.06 mol/L, which agrees with that pH. Ideal-solution formulas are crude for so concentrated a film only 1 nm thick, but the estimate shows that buffering matters: with the ionic charge kept at the mid-plane, the hole density falls to about a third without it. Hydroxide that is free to move gathers nearer the graphene. In an ideal-solution estimate with the same ε, this raises the unbuffered density to about 4.8 × 10¹² cm⁻² if the ions can come right up to the graphene, but the gain disappears if they must stay about 0.3 nm away. With the ionic charge again at the mid-plane, a film in equilibrium with the carbon dioxide of the air lies between the buffered and unbuffered cases, at about 7 × 10¹² cm⁻², because the dissolved gas turns most of the hydroxide into bicarbonate and carbonate.

**Smaller corrections and the uncertain reference**

If the film is in equilibrium with air at 50% relative humidity, its water activity is 0.5. At fixed pH, two water molecules per four electrons add (kT/2) ln 0.5 = −8.9 meV to L, a small deepening. At fixed hydroxide activity the shift has the opposite sign, because the proton activity then falls in proportion to the water activity.

An error of 0.1 eV in the absolute reference, the work function or the contact dipole matters more. With the other parameters fixed, changing Δ by −0.1 or +0.1 eV gives 8.8 × 10¹² or 1.38 × 10¹³ cm⁻², a change of just over 20% either way. The ratio d/ε is also only roughly known, and it matters even more: halving it raises the hole density by about 40%, and doubling it lowers the density by about a third.

Thermal occupation at 298 K raises the hole density by 0.62%, with the electrostatic drop readjusted. Replacing the linear bands by the nearest-neighbour honeycomb bands raises it by 0.27% at the same Fermi shift. Both are negligible beside the uncertainty in the interface.

**Will the equilibrium be reached?**

The level L describes the complete four-electron reaction and says nothing about its speed. One possible first step is O₂ + e⁻ → O₂⁻, which forms superoxide. With a rough standard potential of −0.3 V and a chosen superoxide activity of 10⁻⁶, its level is

−4.44 + 0.3 − 0.02568 × ln(0.21/10⁻⁶) = −4.455 eV.

This is 0.145 eV above the Fermi level of neutral graphene, so at this superoxide activity the first step is uphill even though the whole reaction is downhill. Below an activity of about 3.5 × 10⁻⁹ it would start downhill. At the buffered equilibrium it would be uphill by 0.79 eV. These are free-energy differences, not activation barriers, and they depend on the chosen activity. Other pathways have their own levels and barriers, which are not worked out here. They do show that a favourable L does not guarantee fast doping.

**Comparison with a real device**

Graphene devices handled in air are often p-doped, with hole densities very roughly between 10¹² and 10¹³ cm⁻². The buffered result of 1.1 × 10¹³ cm⁻² lies just above the upper end of that range, and the unbuffered one of 3.6 × 10¹² cm⁻² is inside it. This agreement in size does not prove that the oxygen–water reaction is the cause, since charges in the substrate and processing residues also dope graphene. The fixed pH is also doubtful in a real thin film: in the case worked out above, with no buffer and no uptake of carbon dioxide, the estimate is lower by a factor of about three. Incomplete reaction can lower it further.

For another channel material, begin with the same comparison. If its Fermi level lies above L, equilibrium favours moving electrons from the channel to the film: an n-type channel loses electrons, and a p-type one gains holes. The transfer stops once the Fermi level meets L. Holes can therefore outnumber electrons at the surface of an n-type channel only if L lies below about the middle of the gap, and a dense, well-conducting hole layer needs L within a few tenths of an eV of the valence-band edge or below it. Surface states may also supply part of the charge, which weakens the effect on the carriers. The amount must be worked out again, because a semiconductor has a band gap and a different density of states. The numerical output below lists most of the values used here.

Computed values

```
Temperature: 298 K; kT: 0.02568 eV
Hydrogen reference depth: 4.44 eV
pH: 7.0; oxygen pressure: 0.21 bar
Water formation free energy: -237.1 kJ/mol
Water formation free energy: -2.4574 eV/molecule
Hydroxide formation free energy: -157.2 kJ/mol
Hydroxide formation free energy: -1.6293 eV/ion
Ionic product input pKw: 14.0
Standard electrode potential: 1.2287 V
Standard redox level: -5.6687 eV
Rise from pH: 0.4139 eV
Rise from air: 0.0100 eV
Electrode potential at pH 7 in air: 0.8048 V
Redox level at pH 7 in air: -5.2448 eV
Level by alkaline route: -5.2445 eV
Level rise per pH unit: 59.13 meV
Level drop per O2 decade: 14.78 meV
Graphene work function, rough: 4.60 eV
Band velocity, rough: 1.0e+06 m/s
Film thickness: 1.0 nm; charge gap: 0.5 nm
Effective relative permittivity: 4.0
Initial level offset: 0.6448 eV
Equilibrium hole density: 1.122e+13 cm^-2
Fermi shift below Dirac point: 0.3909 eV
Electrostatic energy drop: 0.2539 eV
Field in charge gap: 5.08 MV/cm
Hole density, offset -0.1 eV: 8.791e+12 cm^-2
Hole density, offset +0.1 eV: 1.378e+13 cm^-2
Thermal change of hole density: 0.62 %
Band-shape change at fixed Fermi shift: 0.27 %
CO2 pressure, rough: 4.2e-04 bar
CO2 solubility, rough: 0.034 mol/(L bar)
CO2 acid constant, rough: 4.5e-07 (mol/L)
pH of pure water with air CO2: 5.60
Redox level at that pH: -5.3278 eV
Water activity in humidity check: 0.5
Level shift from water activity: -8.90 meV
Closed unbuffered film pH: 12.78
Closed-film redox level: -4.9031 eV
Closed-film hole density: 3.607e+12 cm^-2
Superoxide potential, rough: -0.3 V
Chosen superoxide activity: 1.0e-06
First one-electron level: -4.455 eV
First step uphill at start: 0.145 eV
First step uphill at equilibrium: 0.790 eV
```
